\section*{Why the RPA spin susceptibility of the Anderson impurity falsely diverges}

\section{The pole}

\textbf{Q:} I model a magnetic atom on a metal as a symmetric Anderson impurity. My RPA spin susceptibility diverges when $U$ reaches $\pi\Delta$. Where does that number come from?

\textbf{A:} We need conventions first. I use atomic units with $k_B=1$ and write
\begin{equation}
H=H_0+U\,\delta-h\,\hat m,\quad
\delta=(n_\uparrow-\tfrac12)(n_\downarrow-\tfrac12),\quad
\hat m=n_\uparrow-n_\downarrow .
\end{equation}
Here $H_0$ contains the conduction band, the impurity level at the Fermi energy and their hybridization. The band is flat and infinitely wide, so the level acquires a constant half-width $\Delta$. Expanding $\delta$ gives the usual $Un_\uparrow n_\downarrow$ with level energy $-U/2$, plus a constant. The field $h$ is an energy and acts on the impurity.

At $U=0$ and $T=0$ the level of spin $\sigma=\pm1$ lies at $-\sigma h$. Filling its Lorentzian up to zero energy gives
\begin{equation}
n_\sigma=\frac12+\frac{\sigma}{\pi}\arctan\frac h\Delta,\qquad
m_0=\frac2\pi\arctan\frac h\Delta ,
\end{equation}
so $dm_0/dh=2/(\pi\Delta)$ at $h=0$. I measure the susceptibility in this unit, and the interaction in units of $\pi\Delta$:
\begin{equation}
X=\frac{\pi\Delta}{2}\left.\frac{dm}{dh}\right|_{h=0},\qquad u=\frac{U}{\pi\Delta}.
\end{equation}

By RPA I mean the linear response of the static mean field, which sums a chain of spin bubbles. In mean field, an up electron feels the energy $U\langle n_\downarrow-\frac12\rangle=-Um/2$, and a down electron feels $+Um/2$. The field $h$ is therefore replaced by $h+Um/2$. Differentiating $m$ at $h=0$ gives
\begin{equation}
\frac{dm}{dh}=\frac{2}{\pi\Delta}\left(1+\frac U2\frac{dm}{dh}\right)
\;\Rightarrow\; X=1+uX
\;\Rightarrow\; X_{\rm RPA}=\frac1{1-u}=1+u+u^2+\cdots
\end{equation}
The pole is at $u=1$. For $u>1$ the mean-field equation at zero field, $m=(2/\pi)\arctan(\pi um/2)$, has a solution with $m\neq0$. At $u=1.5$ a numerical root search gives $m=0.62$: a frozen moment without a field.

\section{Why the pole cannot be real at finite temperature}

\textbf{Q:} How do I know that the impurity does not really acquire such a moment?

\textbf{A:} At any $T>0$ there is a direct bound. With $\beta=1/T$, and $\langle\hat m\rangle=0$ at $h=0$, the susceptibility is
\begin{equation}
\frac{dm}{dh}=\int_0^\beta\! d\tau\,\langle\hat m(\tau)\hat m(0)\rangle .
\end{equation}
In the eigenstates of $H$ the integrand is a sum of exponentials in $\tau$ with positive weights, so it is convex. It is also symmetric about $\beta/2$. Its largest value is therefore at the ends, where it equals $\langle\hat m^2\rangle\le1$. Hence $dm/dh\le\beta\langle\hat m^2\rangle\le\beta$ for every $U$.

RPA violates this bound. If $\chi_0(T)$ is the value of $dm/dh$ at $U=0$, the mean-field algebra above gives $\chi_0/(1-U\chi_0/2)$, with a pole at $U=2/\chi_0(T)$.

A small example is an open chain of four sites with hopping $t$, the impurity being the first site, at $\beta t=10$. Its free susceptibility is $0.6356/t$, so RPA diverges at $U=2t/0.6356\approx3.147\,t$. Diagonalizing the full many-electron Hamiltonian at that $U$ gives $1.56/t$, below the bound $\beta\langle\hat m^2\rangle=7.14/t$.

\textbf{Q:} A bounded function can still have a kink. Is the dependence on $U$ smooth?

\textbf{A:} At $T>0$, yes. Expand the partition function $Z$ in $W=U\delta-h\hat m$ about $H_0$, for complex $U$ and $h$. The operator norms are $\|\delta\|=\frac14$ and $\|\hat m\|=1$. H\"older's inequality for traces, applied to a product of $W$'s separated by factors $e^{-sH_0}$ whose durations $s$ add up to $\beta$, bounds the $n$-th term of $Z/Z_0$ by
\begin{equation}
\frac{\beta^n}{n!}\left(\frac{|U|}4+|h|\right)^n .
\end{equation}
The bound does not depend on the size of the bath. The series therefore converges for all $U$ and $h$, also in the limit of a continuous band. For real $U$ and $h$, the Peierls--Bogoliubov inequality gives $Z/Z_0\ge e^{-\beta\langle W\rangle_0}=1$, because $\langle\delta\rangle_0=\langle\hat m\rangle_0=0$. So $Z$ has no zero at real $U$, $\ln Z$ is analytic there, and so is $dm/dh=\beta^{-1}\partial_h^2\ln Z$.

As $T\to0$ the bound $\beta$ becomes useless, so zero temperature needs separate work.

\section{The exact series at zero temperature}

\textbf{Q:} Then compare the two series at $T=0$. At which order does RPA go wrong?

\textbf{A:} Set $\Delta=1$, so that $U=\pi u$. The logarithm of $Z/Z_0$ is a sum of cumulants (connected averages) of $\delta$. The $n!$ orderings of the times cancel the $1/n!$ of the exponential, and the overall time shift gives $\beta$. As $\beta\to\infty$, the ground-state energy is
\begin{equation}
E(h)=E_0(h)-\sum_{n\ge1}(-U)^nS_n(h),
\end{equation}
where $E_0$ is the energy at $U=0$, and $S_n$ is the integral of the $n$-th cumulant over the $n-1$ positive gaps between ordered times, taken at $U=0$ in the field $h$. Since $dE/dh=-m$, we have $dm/dh=-E''$, and
\begin{equation}
X=\sum_n C_nu^n,\qquad C_0=1,\qquad C_n=\frac\pi2(-\pi)^nS_n''(0).
\label{eq:cn}
\end{equation}

In first order the spins are independent, so $S_1=(m_0/2)(-m_0/2)=-(\arctan h)^2/\pi^2$. Then $S_1''(0)=-2/\pi^2$ and $C_1=1$, as in RPA.

In second order, let $\Pi(\tau)$ be the connected density correlation of one spin. Particle--hole symmetry makes it equal for both spins. The correlation of $n_\sigma-\frac12$ with itself is $m_0^2/4+\Pi$, so
\begin{equation}
S_2=\int_0^\infty\!\left[\left(\frac{m_0^2}4+\Pi\right)^2-\frac{m_0^4}{16}\right]d\tau
=\int_0^\infty\!\Pi^2d\tau+\frac{m_0^2}{2}\int_0^\infty\!\Pi\,d\tau .
\end{equation}
The static increase of $n_\sigma$ per unit lowering of its level is $2\int_0^\infty\Pi\,d\tau$. It equals the density of states at the Fermi energy, $\rho(h)=1/[\pi(1+h^2)]$. The last term of $S_2$ is thus $m_0^2\rho/4$. For small $h$ it is $h^2/\pi^3$, with second derivative $2/\pi^3$, and it contributes $(\pi^3/2)(2/\pi^3)=1$ to $C_2$.

This is the RPA coefficient. Each spin is polarized by the mean field $Um_0/2$ of the other and gains the energy $\frac12\rho(Um_0/2)^2$; the two spins together gain $U^2m_0^2\rho/4$. The term $\int\Pi^2d\tau$ is missing from RPA. It is the energy gained when the two spin densities fluctuate together.

\textbf{Q:} Why should that missing energy matter for the susceptibility?

\textbf{A:} Because it depends on the field. By Wick's theorem $\Pi(\tau)=p(\tau;h)\,p(\tau;-h)$, the product of a particle and a hole propagator. Substituting $x=\omega+h$,
\begin{equation}
\pi p(\tau;h)=\int_0^\infty\!\frac{e^{-\omega\tau}d\omega}{1+(\omega+h)^2}
=e^{h\tau}\left[B(\tau)-\int_0^h\!\frac{e^{-x\tau}dx}{1+x^2}\right],
\end{equation}
with $B(\tau)=\int_0^\infty e^{-\omega\tau}d\omega/(1+\omega^2)$. To second order in $h$ the bracket is $B-h+h^2\tau/2$. In the product the exponentials cancel:
\begin{equation}
\pi^2\Pi=\left(B-h+\tfrac12h^2\tau\right)\left(B+h+\tfrac12h^2\tau\right)
=B^2+h^2(\tau B-1)+O(h^4).
\end{equation}
Since $B<\int_0^\infty e^{-\omega\tau}d\omega=1/\tau$, the coefficient of $h^2$ is negative at every $\tau$. A polarized impurity has weaker fluctuations and gains less correlation energy. This cost opposes the moment, and mean-field response leaves it out.

Squaring gives $\pi^4\Pi^2=B^4+2h^2B^2(\tau B-1)+\cdots$. Two derivatives in $h$ and the factor $\pi^3/2$ from (\ref{eq:cn}) yield
\begin{equation}
C_2=1+\frac2\pi I,\qquad I=\int_0^\infty B^2(\tau B-1)\,d\tau<0 .
\end{equation}

\textbf{Q:} Can $I$ be found in closed form?

\textbf{A:} It can. Define $g=-B'=\int_0^\infty\omega e^{-\omega\tau}d\omega/(1+\omega^2)$. Because $B''+B=\int_0^\infty e^{-\omega\tau}d\omega=1/\tau$, we have $g'=B-1/\tau$, or $\tau B-1=\tau g'$. Let $J=\int_0^\infty\tau Bg^2d\tau$. Integrating by parts,
\begin{align}
I&=\int_0^\infty\!\tau B^2g'\,d\tau
=-\int_0^\infty\! gB^2d\tau+2J
=-\frac{\pi^3}{24}+2J .
\label{eq:i1}
\end{align}
The boundary term $\tau B^2g$ vanishes, since $g$ grows only logarithmically at small $\tau$, while $B\sim1/\tau$ and $g\sim1/\tau^2$ at large $\tau$. The remaining integral is $-\int B'B^2d\tau=B(0)^3/3$, with $B(0)=\pi/2$.

A second relation comes from $F=g+iB=\int_0^\infty e^{-\omega\tau}d\omega/(\omega-i)$. Rotate $\tau$ to $is$ and, with it, $\omega$ to $-iy$; the pole at $\omega=i$ is not crossed. Then $F(is)=\int_0^\infty e^{-sy}dy/(1+y)\equiv R(s)$, which is real. The arcs vanish for the two integrals
\begin{equation}
\int_0^\infty\!F^2d\tau=i\int_0^\infty\!R^2ds,\qquad
\int_0^\infty\!\tau F^3d\tau=-\int_0^\infty\!sR^3ds .
\end{equation}
The real part of the first gives $\int g^2d\tau=\int B^2d\tau$. The imaginary part of the second, with ${\rm Im}\,F^3=3g^2B-B^3$, gives $\int\tau B^3d\tau=3J$.

We also need $\int B^2d\tau$. Integrating by parts twice, with $\tau B=1+\tau g'$ in between,
\begin{equation}
\int_0^\infty\!B^2d\tau=2\int_0^\infty\!\tau Bg\,d\tau
=2\int_0^\infty\!g\,d\tau+2\int_0^\infty\!\tau gg'd\tau
=\pi-\int_0^\infty\!g^2d\tau .
\end{equation}
As the two squares have equal integrals, each is $\pi/2$. Therefore $I=\int\tau B^3d\tau-\int B^2d\tau=3J-\pi/2$. Equating this to (\ref{eq:i1}) gives $J=\pi/2-\pi^3/24$, hence $I=\pi-\pi^3/8$ and
\begin{equation}
C_2=1+\left(2-\frac{\pi^2}4\right)=3-\frac{\pi^2}4\approx0.533 .
\end{equation}
The omitted fluctuation contributes $-0.467$, almost half of the RPA coefficient.

\section{Higher orders}

\textbf{Q:} Does the reduction continue?

\textbf{A:} The integrals $S_3$ and $S_4$ can be evaluated numerically. Wick's theorem turns each moment of $\delta$ into a product of two determinants, one per spin, built from $p$. I integrated the cumulants on a logarithmic grid of time gaps and took the field derivative by finite differences. The result is $C_3\approx0.195$ and $C_4\approx0.055$, where RPA has 1 in both places.

For all orders I take one result from outside this derivation. The Bethe-ansatz solution of the model gives the Yamada--Yosida coefficients through
\begin{equation}
C_n=(2n-1)C_{n-1}-\frac{\pi^2}4C_{n-2},\qquad C_0=C_1=1 .
\label{eq:rec}
\end{equation}
It reproduces $C_2$ and gives $C_3=15-3\pi^2/2\approx0.1956$ and $C_4=105-45\pi^2/4+\pi^4/16\approx0.0550$, in agreement with the integrals. The absence of a pole at $T=0$ rests on (\ref{eq:rec}); a few small coefficients could not establish it.

\textbf{Q:} How does the recurrence exclude a pole?

\textbf{A:} Spherical Bessel functions obey $j_n(x)=\frac{2n-1}{x}j_{n-1}(x)-j_{n-2}(x)$. Multiplying by $x^{n+1}$ shows that $x^{n+1}j_n(x)$ satisfies (\ref{eq:rec}) at $x=\pi/2$. The starting values agree too: $xj_0=\sin x=1$ and $x^2j_1=\sin x-x\cos x=1$. So $C_n=(\pi/2)^{n+1}j_n(\pi/2)$. Inserting Poisson's integral
\begin{equation}
j_n(x)=\frac{x^n}{2^{n+1}n!}\int_{-1}^1(1-t^2)^n\cos(xt)\,dt
\end{equation}
and summing the exponential series gives
\begin{equation}
X(u)=\frac\pi4\int_{-1}^1\cos\frac{\pi t}2\;
\exp\left[\frac{\pi^2u}8(1-t^2)\right]dt .
\label{eq:x}
\end{equation}
The integrand is positive and smooth in $u$, and the range is finite. Each derivative with respect to $u$ brings down a factor $\pi^2(1-t^2)/8\ge0$, so $X$ and all its derivatives are positive and finite at every finite $u$. As $(1-t^2)^n\le1$ and $\int_{-1}^1\cos(\pi t/2)dt=4/\pi$, we also have $0<C_n\le(\pi^2/8)^n/n!$. The exact series converges for every $u$; the RPA series stops converging at $u=1$.

\textbf{Q:} What happens at strong interaction?

\textbf{A:} For large $u$ the integrand is concentrated near $t=0$. The Gaussian integral $\int e^{-\pi^2ut^2/8}dt=\sqrt{8/(\pi u)}$ gives
\begin{equation}
X\simeq\sqrt{\frac{\pi}{2u}}\;e^{\pi^2u/8}
=\sqrt{\frac{\pi}{2u}}\;e^{\pi U/(8\Delta)} .
\end{equation}
The next correction comes from $\cos(\pi t/2)\approx1-\pi^2t^2/8$ with $\langle t^2\rangle=4/(\pi^2u)$. It is a factor $1-1/(2u)$, or 0.975 at $u=20$; integrating (\ref{eq:x}) numerically there also gives a ratio of 0.975. The impurity becomes exponentially easy to polarize, which is the Kondo regime, but its zero-field response stays finite. RPA replaces this exponential growth by a transition.

\section{Numbers}

\textbf{Q:} What would I see for a level with $\Delta=0.20$~eV?

\textbf{A:} This is a round model value, and the numbers below are for a single orbital at $T=0$. Temperature matters at this $\Delta$. At 300~K the free value of $X$ drops to 0.954 and the RPA pole moves to 0.659~eV. A renormalization-group estimate at 300~K gives $X\approx2.3$ at $u=1$ and $X\approx4.5$ at $u=2$, well below the $T=0$ entries. The RPA pole lies at $U=\pi\times0.20=0.628$~eV, and the free susceptibility is $2/(\pi\Delta)=3.183$~eV$^{-1}$. The exact column is the integral (\ref{eq:x}).

\begin{center}
\begin{tabular}{cccc}
$u$ & $U$ (eV) & $X_{\rm RPA}$ & $X$ exact\\
0.25 & 0.157 & 1.333 & 1.287\\
0.50 & 0.314 & 2.000 & 1.661\\
0.90 & 0.565 & 10.00 & 2.519\\
1.00 & 0.628 & pole & 2.799\\
2.00 & 1.257 & -- & 8.203
\end{tabular}
\end{center}

Relative to the exact value, RPA is 4\% too high at $u=0.25$ and 20\% too high at $u=0.5$. At $u=0.9$ it is too large by a factor of four. At the pole itself the exact susceptibility is $3.183\times2.799=8.91$~eV$^{-1}$, or 242 per hartree.

The low orders already supply most of this value. At $u=1$ the coefficients through fourth order add up to
\begin{equation}
1+1+0.533+0.195+0.055=2.783 ,
\end{equation}
which is 0.6\% below 2.799. RPA adds 1 at every order, and its sum has no limit.

\textbf{Q:} Is there a calculation that uses neither the series nor the Bethe ansatz?

\textbf{A:} The numerical renormalization group is one. It replaces the band by a chain whose hoppings fall off geometrically, and keeps the lowest many-electron states as sites are added. I used a band from $-100\Delta$ to $100\Delta$, a discretization ratio of 4, 15 bath sites, about 150 kept states and a field of $0.02\Delta$. Each energy interval is represented by a level at its width divided by $\ln4$. This choice matters at so coarse a ratio: levels at the interval midpoints give about 1.15, 3.8 and 12.4 in place of the three values that follow. The values of $X$ are 1.001, 2.795 and 7.998 at $u=0$, 1 and 2. The last is 2.5\% below the exact 8.20. These digits are not converged. Lengthening the chain to 19 bath sites gives 1.006, 2.82 and 8.21, and a ratio of 3 with 19 sites gives 1.016, 2.81 and 8.06. Keeping 260 states instead of 150 changes the values by less than 0.01. The chain length thus accounts for most of the difference at $u=2$. Finite field, finite band and discretization can also contribute, and the values should be read as good to a few percent. At $u=1$, where RPA has its pole, the response is finite and close to the exact one.
